# Why Hart's Volume Weighting Fails for Cubic Grains with Fast Boundaries

**Q:** I want the effective diffusivity of a polycrystal with equiaxed grains and fast boundaries. An atom spends a fraction $g$ of its time in the boundaries, $g$ being their volume fraction, so I use Hart's rule,

$$D_H=(1-g)D_l+gD_b ,$$

with $D_l$ the lattice and $D_b$ the boundary diffusivity. Equiaxed grains have no preferred direction, so I take this to be exact. Is anything wrong with that?

**A:** The time fractions are right if the atoms have no preference for the boundaries. The step from time fractions to a diffusivity is not. The net displacement is a sum of jumps $s_i$ along $x$, and

$$\Big\langle\Big(\sum_i s_i\Big)^2\Big\rangle=\sum_i\langle s_i^2\rangle+2\sum_{i<j}\langle s_is_j\rangle .$$

Suppose that each region on its own would give an uncorrelated walk. Time fractions then fix the first sum, and that sum alone gives $D_H$. The second sum vanishes if every pair of different jumps is uncorrelated, but an atom in a wall perpendicular to $x$ moves quickly across the wall, meets the slow grain and tends to come back.

A walk across layers shows the size of this effect. Let 2 of every 10 bonds have hop rate 50 in each direction and the other 8 have rate 1. With the bond length as unit, half the initial growth rate of the mean-square displacement, averaged over starting sites, is the mean rate, $0.2\times50+0.8\times1=10.8$. At long times the layers act in series: the same flux crosses each, the gradients are proportional to the inverse rates, and the result is $1/(0.2/50+0.8/1)=1.244$. Integrating the rate equations of this walk numerically gives 10.800 at early and 1.244 at late times. The occupation stays uniform, so the first sum keeps growing at its initial rate. The whole drop is therefore due to negative correlations between jumps.

**Q:** That is a stack of layers. In a real grain structure the atom can run around the grain. Could Hart's rule not still hold there?

**A:** Take a periodic array of aligned cubes of side $d$, separated by walls of thickness $w$. The period is $L=d+w$, and $g=1-(d/L)^3$. Assume $D_b>D_l$, isotropic diffusion in each region, equal walls and a concentration $c$ that is continuous at the interfaces. In the steady state $\mathbf j=-D\nabla c$ and $\nabla\cdot\mathbf j=0$. Write $c=-Gx+p$ with $p$ periodic, and define $D_{\rm eff}$ by $\langle j_x\rangle=D_{\rm eff}G$, where brackets now denote a volume average. Cubic symmetry makes the effective diffusion tensor a multiple of the unit tensor, so one direction suffices.

For any periodic $q$, integration by parts gives $\langle\mathbf j\cdot\nabla q\rangle=0$, because $\nabla\cdot\mathbf j=0$ and the surface terms cancel. Hence

$$\langle D|\nabla c|^2\rangle=-\langle\mathbf j\cdot\nabla c\rangle=G\langle j_x\rangle-\langle\mathbf j\cdot\nabla p\rangle=D_{\rm eff}G^2 .$$

Now try another concentration $c+q$ with the same mean gradient:

$$\langle D|\nabla(c+q)|^2\rangle=D_{\rm eff}G^2-2\langle\mathbf j\cdot\nabla q\rangle+\langle D|\nabla q|^2\rangle\ \ge\ D_{\rm eff}G^2 .$$

The choice $c+q=-Gx$ makes the left side $\langle D\rangle G^2=D_HG^2$. So Hart's value is an upper bound. Equality needs $\nabla q=0$, so the uniform gradient must itself be the solution. Its flux is $DG\hat{\mathbf x}$, whose normal component jumps by $(D_b-D_l)Gn_x$ at an interface with normal $\mathbf n$. Every interface must then have $n_x=0$: all walls must run along the flux. Closed cubic grains violate this.

**Q:** An upper bound may still be close. How much do the cubes lose?

**A:** Two sharper bounds settle it. Let $a=d/L$.

For the upper one, let the trial concentration depend on $x$ alone. A plane through the grains has mean diffusivity

$$D_1=a^2D_l+(1-a^2)D_b ,$$

and a plane inside a transverse wall has $D_b$. Call this plane average $\bar D(x)$ and choose the slope $-D_{\rm up}G/\bar D(x)$. Its mean must be $-G$, which fixes

$$\frac1{D_{\rm up}}=\frac a{D_1}+\frac{1-a}{D_b}.$$

The trial dissipation is $D_{\rm up}^2G^2\langle1/\bar D\rangle=D_{\rm up}G^2$, so $D_{\rm eff}\le D_{\rm up}$.

For the lower one, vary the flux. Let $\mathbf j+\mathbf k$ be divergence-free with the same mean as $\mathbf j$, so that $\langle\mathbf k\rangle=0$. The cross term in $\langle|\mathbf j+\mathbf k|^2/D\rangle$ is

$$2\langle\mathbf j\cdot\mathbf k/D\rangle=-2\langle\nabla c\cdot\mathbf k\rangle=2G\langle k_x\rangle-2\langle\nabla p\cdot\mathbf k\rangle=0 .$$

Since $\langle|\mathbf j|^2/D\rangle=D_{\rm eff}G^2=\langle j_x\rangle^2/D_{\rm eff}$, it follows that

$$\frac{\langle j_x\rangle^2}{D_{\rm eff}}\le\Big\langle\frac{|\mathbf j+\mathbf k|^2}{D}\Big\rangle .$$

Take straight flux lines along $x$. A line through grains has mean resistivity $R=a/D_l+(1-a)/D_b$, and a line that stays in walls has $1/D_b$. Give each line a flux $\gamma$ divided by its resistivity, with $\gamma$ a constant. The mean flux is $\gamma D_{\rm low}$ with

$$D_{\rm low}=\frac{a^2}{a/D_l+(1-a)/D_b}+(1-a^2)D_b ,$$

and the right side of the inequality is $\gamma^2D_{\rm low}=\langle j_x\rangle^2/D_{\rm low}$. Hence $D_{\rm eff}\ge D_{\rm low}$.

Now let the walls be thin, $\epsilon=w/L\ll1$. Then $a=1-\epsilon$, $1-a^2\approx2\epsilon$ and $g\approx3\epsilon$. In the lower bound,

$$R=\frac1{D_l}\Big[1-\epsilon\Big(1-\frac{D_l}{D_b}\Big)\Big],\qquad \frac{a^2}{R}\approx D_l\Big[1-2\epsilon+\epsilon\Big(1-\frac{D_l}{D_b}\Big)\Big].$$

Adding $2\epsilon D_b$ gives

$$D_{\rm low}\approx D_l+2\epsilon(D_b-D_l)+\epsilon D_l\Big(1-\frac{D_l}{D_b}\Big).$$

In the upper bound $D_1\approx D_l+2\epsilon(D_b-D_l)$, and

$$D_{\rm up}=\frac{D_1}{1-\epsilon(1-D_1/D_b)}\approx D_1+\epsilon D_1\Big(1-\frac{D_1}{D_b}\Big).$$

Replacing $D_1$ by $D_l$ in the last term changes it by at most about $\epsilon(D_1-D_l)\approx2\epsilon^2(D_b-D_l)$, which is of relative order $\epsilon$ in the excess over $D_l$, however large $D_b/D_l$ is. The two bounds then coincide. With $D_l(1-D_l/D_b)=(D_b-D_l)D_l/D_b$ and $\epsilon\approx g/3$,

$$D_{\rm eff}\approx D_l+C\,g(D_b-D_l),\qquad C=\frac23+\frac{D_l}{3D_b}.$$

Hart's rule has $C=1$. If $D_b\gg D_l$, the boundary term is $2wD_b/d$ instead of $3wD_b/d$.

**Q:** So two wall families conduct and the third carries no flux?

**A:** Almost. In the steady state every plane normal to $x$ carries the same total flux, including a plane inside a transverse wall. But the slab holding these walls fills a fraction $w/L$ of the length, so it supplies just $w/L$ of the volume-averaged flux. When the wall term dominates, $gD_b\gg D_l$, Hart's rule credits this family with a third. What is missing is the gradient: a transverse wall is nearly an equipotential, so its high diffusivity has almost nothing to act on.

The formula for $C$ also shows where your rule recovers. For $D_b/D_l=2$ it gives $C=0.833$, for 10 it gives 0.700, and $C\to1$ as the contrast disappears.

**Q:** Can you put numbers on it? I work with protective oxide scales.

**A:** Take round, rough values for cation transport in a fine-grained scale near 1000 K: $d=100$ nm, $w=1$ nm, $D_l=0.1$ nm²/s and $D_b=10^4$ nm²/s. Then $g=1-(100/101)^3=0.02941$, and

$$D_H=0.97059\times0.1+0.02941\times10^4\approx294.2\ \text{nm}^2/\text{s}.$$

The closed bounds are 197.14 and 199.07 nm²/s. Most of the lower one is $[1-(100/101)^2]\times10^4=197.04$ nm²/s, the walls parallel to the flux.

I also solved the three-dimensional problem on a grid, once with a trial flux and once with a trial concentration, each reduced to a resistor network. The two principles above then bound $D_{\rm eff}$ from both sides, between 197.62 and 197.76 nm²/s. So $D_{\rm eff}\approx198$ nm²/s, or $1.98\times10^{-16}$ m²/s, which is 0.672 of Hart's value. The thin-wall formula gives 196.2 nm²/s, about 0.8% below the numerical result, as expected for $w/d=0.01$.

In the trial-flux solution, the parallel walls supply 98.96% of the volume-averaged flux and the grains 0.05%. The transverse walls supply 0.24% and their crossings with the parallel walls 0.75%, together the required $1/101=0.99\%$. A finer grid moves about 0.03% from the crossings to the transverse walls and leaves the sum unchanged. The 0.24% is far more than the grains could feed straight through. By conservation it is flux from the parallel walls that spreads sideways at the crossings and returns.

If you measured this $D_{\rm eff}$ and inverted Hart's rule, you would find

$$D_b=\frac{D_{\rm eff}-(1-g)D_l}{g}\approx6.7\times10^3\ \text{nm}^2/\text{s},$$

about 33% below the true $10^4$ nm²/s.

**Q:** My scales often have columnar grains. Does the two thirds survive?

**A:** No. For box-shaped grains with sides $d_x,d_y,d_z$, the walls normal to $x$ fill a volume fraction of about $w/d_x$, and likewise for the others. The same two bounds apply with $1-a^2$ replaced by $w/d_y+w/d_z$. For thin, dominant walls the fraction of Hart's boundary term is therefore

$$\frac{1/d_y+1/d_z}{1/d_x+1/d_y+1/d_z}.$$

With $d_y=d_z$, grains twice as long along the flux give 0.80, and columns ten times as long give 0.95. Grains flattened to half their width give 0.50. Hart's rule is thus a good approximation for transport along long columns. For equiaxed shapes other than cubes I have shown that his value is an upper bound, not that the factor is two thirds. The Hashin–Shtrikman bound for macroscopically isotropic two-phase media, which I quote without proof, is $D_{\rm eff}\le D_b+(1-g)/[1/(D_l-D_b)+g/(3D_b)]$. At small $g$ it gives $C\le\frac23+\frac{D_l}{3D_b}$, so in this model no isotropic grain shape does better than thin-walled cubes.

**Q:** How far would a real scale depart from your model?

**A:** Grain size and the ratio $D_b/D_l$ vary by orders of magnitude between oxides, diffusing species and temperatures, so my numbers are one plausible set. Real scales also have diffusivities that change with the local oxygen activity, so $D_{\rm eff}$ here is a local coefficient. Three neglected effects can be sized for this example.

Unequal walls change the prefactor. I made a random half of the walls ten times slower, with impermeable grains and one concentration node per wall. In this coarse estimate $D_{\rm eff}$ was 0.78 of the value for equal walls with the same mean $D_b$. The standard deviation over four random samples was about 0.01. These samples were slabs seven grains thick with fixed concentrations on both faces; small periodic samples give somewhat lower values, 0.73 to 0.76. One node per wall exaggerates the loss, because it gives the flux too few paths within a wall. Dividing each wall into finer cells raises the factor to roughly 0.85 (0.83 to 0.86 in small periodic samples), which comes on top of the two thirds.

A modest error in temperature can matter as much as the error we are discussing. For a rough wall activation energy $E_b=1.8$ eV, a rise from $T$ to $T'$ multiplies $D_b$ by $D_H/D_{\rm eff}$ when

$$\frac1{T'}=\frac1T-\frac{k_B}{E_b}\ln\frac{D_H}{D_{\rm eff}} .$$

At $T=1000$ K this is a rise of about 19 K. A furnace error of that size could hide the fault in Hart's rule.

Finally, the grains fill slowly. With its surface held at a fixed concentration, a cube's slowest mode is a product of three half-sine waves. It decays at the rate $3\pi^2D_l/d^2$, a time of about 3400 s. For a 10 µm scale with fixed concentrations at both faces, the corresponding time is $(10\ \text{µm})^2/(\pi^2D_{\rm eff})\approx5.1\times10^4$ s. The ratio is 0.066, so one effective diffusivity is reasonable for the slow part of the transient. The ratio grows as the inverse square of the scale thickness and reaches one near 2.6 µm. The failure is gradual and starts earlier: with the slow filling included, the relaxation time of the scale exceeds the single-$D_{\rm eff}$ value by about 4% at 10 µm, 17% at 5 µm and 70% at 2.6 µm. For scales of a few micrometres or less a single $D_{\rm eff}$ therefore fails for the transient, though the steady flux through many grains still follows it.

Numerical values quoted here were computed with a short program.
